Electromigration Bias as the Work of the Force Along the Hop

## 1. One stop between two sites

An atom sits on a row of equivalent sites. Between each pair of neighbours it can pause at one midpoint, which lies higher in energy by Q. A current flows, and the electromigration force does work w₁ on the atom as it moves right from a site to the midpoint, and w₂ as it moves right from the midpoint to the next site. Do both works matter, or just the force near the site where the atom spends most of its time?

Let the rates of the elementary steps be

p: site → midpoint on its right
q: site → midpoint on its left
r: midpoint → site on its right
s: midpoint → site on its left

After leaving a site, the atom either completes a hop to a neighbour or falls back and tries again. The probabilities of completing a hop in one attempt are

right: [p/(p + q)]·[r/(r + s)]
left: [q/(p + q)]·[s/(r + s)]

Failed attempts return it to the same start, so they do not alter the ratio of the outcomes:

P₊/P₋ = pr/(qs).

I assume that the surroundings act as a heat bath at temperature T. The rates of a step and of its reverse then differ by the factor exp(work done on the atom/kT). The reverse of step p is step s, and the reverse of step r is step q. Climbing costs Q and descending returns it:

p/s = exp[(−Q + w₁)/kT]
r/q = exp[(Q + w₂)/kT].

Multiplying the two lines gives

P₊/P₋ = exp[(w₁ + w₂)/kT].

The barrier has cancelled and the works add with equal weight. If w₁ = 0, the first half of the path exerts no bias, yet the hop is still biased by w₂. If w₂ = −w₁, there is a force beside the site and no bias at all. The next stage replaces the single stop by a continuous path.

## 2. A continuous path

Take sites at x = 0, ±a, ±2a and so on, with a periodic site potential V(x). The macroscopic field E points along +x and is uniform. To first order in E, the force it adds is

F_em(x) = e Z*(x) E, with Z*(x) = Z_d + Z_w(x).

Here e is the positive elementary charge. Z_d describes the direct force of the field, and Z_w the wind force, which is the momentum transferred per unit time by the current-carrying electrons. Z_w varies along the path because the atom's surroundings vary. A negative Z* means a force against E, along the electron flow. The work over one spacing is

W = eE ∫₀ᵃ Z*(x) dx.

The motion is taken as overdamped, with a local diffusivity D_loc(x) of period a. For total force F = −V′ + F_em, the probability density n(x) carries the current

J = D_loc (F n/kT − n′).

It is convenient to absorb the force into a function Φ with Φ′ = −F/kT:

Φ(x) = [V(x) − eE ∫₀ˣ Z*(y) dy]/kT.

On a line such a function exists for any F(x). It is not periodic unless W = 0, although F is. V returns to its value after one spacing and the integral grows by W, so

Φ(x + a) = Φ(x) − W/kT. (1)

Define a hop as the first arrival at +a or −a after starting at 0. Let u(x) be the probability of reaching +a before −a from a general starting point x. In a short time dt the current law gives

⟨dx⟩ = (D_loc F/kT + D_loc′) dt
⟨dx²⟩ = 2D_loc dt.

The first line is the integral of J for a density concentrated at x, with −D_loc n′ integrated by parts. The second follows in the same way from the integral of 2(y − x)J(y) over y. The chance of eventual success is the average of the chances after the next small step, u(x) = ⟨u(x + dx)⟩. Expanding to second order in dx,

0 = ⟨dx⟩u′ + ½⟨dx²⟩u″,

and therefore

D_loc u″ + (D_loc′ − D_loc Φ′)u′ = 0.

Multiplication by exp(−Φ) turns the left side into one derivative:

(D_loc e^(−Φ) u′)′ = 0, so u′ = C e^Φ/D_loc.

With u(−a) = 0 and u(a) = 1,

P₊ = u(0) = C ∫₋ₐ⁰ (e^Φ/D_loc) dx
P₋ = 1 − u(0) = C ∫₀ᵃ (e^Φ/D_loc) dx.

In the second integral put x = y + a. D_loc is periodic and Φ obeys (1), so this integral is e^(−W/kT) times the first. Hence

P₊/P₋ = exp(W/kT). (2)

Let τ be the mean time per hop, averaged over both outcomes. Over many hops the fractions P₊ and P₋ end on the right and on the left, so the rates are Γ± = P±/τ. Their ratio is also exp(W/kT). This is the two-step result with the sum w₁ + w₂ replaced by an integral. Barrier height, barrier shape and local diffusivity affect how long a hop takes, but not the ratio of its two outcomes.

## 3. From bias to drift

After a hop the atom stands at an equivalent site and starts afresh. Its mean velocity is thus the mean displacement per hop over the mean time per hop:

v = a(P₊ − P₋)/τ = (a/τ) tanh(W/2kT).

The second form follows from (2) and P₊ + P₋ = 1. At zero field the hops have mean zero whatever came before, so at long times the mean square displacement is a² times the mean number of hops, t/τ₀. Setting a²t/τ₀ = 2Dt gives

D = a²/(2τ₀).

For small W/kT the hyperbolic tangent is W/2kT. The change of τ with field enters v at second order at the earliest, because the other factor is already of first order. If V, D_loc and Z* are mirror-symmetric about a site, τ is even in E and its change enters only at third order. Then

v = (a/τ₀)·W/(2kT) = D W/(a kT). (3)

An experiment that interprets drift through v = D e Z_eff E/kT therefore finds

Z_eff = W/(eEa) = (1/a) ∫₀ᵃ Z*(x) dx. (4)

This is the required statement: the effective charge seen in migration is the mean over the path, with equal weight per unit length.

**Limit: constant charge.** Then Z_eff = Z*(0), and the site force suffices. This is a sufficient condition, not a necessary one, as section 4 shows.

**Limit: stronger field.** Equation (2) does not need small W/kT, provided that the force law itself is kept. I tried eEa/kT = 0.05 with the charge and potential of section 6, for which W/kT = −0.5. The hop formula with numerically solved exit probabilities and times gives v = −1.5997×10⁻⁴ D_loc/a. A separate solution for the stationary density gives −1.6000×10⁻⁴ D_loc/a; the difference is the grid error of the exit solution. The linear law gives 3.1714×10⁻⁴ × (−0.5) = −1.586×10⁻⁴ in the same unit, about 0.9 % smaller in size. The tangent alone would have lowered the speed by 2 %, so the hop time must have shortened by about 3 %.

## 4. What the site force leaves out

Put each site at a minimum of a symmetric potential, with the saddle at a/2, and expand the charge in cosines:

Z*(x) = Z̄ + Σ cₙ cos(2πnx/a), n = 1, 2, ...

Sine terms may be added. They vanish at both the site and the saddle, and they integrate to zero over a period. The three quantities of interest are

site: Z̄ + Σ cₙ
saddle: Z̄ + Σ (−1)ⁿ cₙ
migration: Z̄.

The site force gives the right bias if and only if Σ cₙ = 0. Nothing in the definition of an equilibrium site enforces that.

Two cases show the failure in both directions. I solved the exit problem numerically from the local forces at eEa/kT = 0.05, with the barrier of section 6.

First, Z* = 6 cos(2πx/a) + cos(4πx/a). The site charge is +7, so a site-force estimate of ln(Γ₊/Γ₋) is 0.05 × 7 = 0.35. The path mean is zero, and the solution gives zero to five decimals.

Second, Z* = −10 + 9 cos(2πx/a) + cos(4πx/a). Now the site charge is zero and the site-force estimate is no bias. The solution gives −0.50002, against 0.05 × (−10) = −0.5 from the path; the last digit is grid error.

A third case checks that symmetry is not doing hidden work. The charge is −10 + 6 cos(2πx/a) + cos(4πx/a) + 4 sin(2πx/a), and the local diffusivity is proportional to 1 + 0.4 cos(2πx/a) + 0.3 sin(2πx/a). The solution is again −0.50000, as the path integral requires, while the site force would give −0.15.

Adding the saddle force helps, but does not close the gap in general. The mean of the site and saddle values is

Z̄ + c₂ + c₄ + ...,

because the odd terms cancel. More generally, averaging over N equally spaced points in one period removes every cosine whose n is not a multiple of N, since the N phases then sum to zero. For a smooth charge with few harmonics, a handful of force calculations along the path is therefore enough.

## 5. Why the dwelling time does not weight the force

The atom spends most of its time near a site. It is tempting to average the electromigration force with the equilibrium density n₀ ∝ exp(−V/kT):

Z_time = ∫ Z* e^(−V/kT) dx / ∫ e^(−V/kT) dx, both over one period.

To see what this average misses, take constant D_loc and normalize n to one atom per period. Integrating J over the period gives v, and the term n′ integrates to zero:

v = (D_loc/kT) ∫ F n dx = (D_loc/kT)[⟨F_em⟩ + ⟨−V′⟩].

At zero field ⟨−V′⟩ vanishes. With the field on, the density shifts inside each well and the mean restoring force becomes of first order in E, the same order as ⟨F_em⟩. Inserting (3) and (4) for v,

⟨−V′⟩/(eE) = (D/D_loc) Z_eff − Z_time. (5)

When D is much smaller than D_loc and Z_time is not itself close to zero, the restoring force nearly cancels the time-averaged electromigration force. The drift is governed by the small remainder.

The ratio D/D_loc follows from the same current. Since F/kT = −Φ′,

J = −D_loc e^(−Φ) (e^Φ n)′.

In the steady state J is constant. Multiply by e^Φ/D_loc and integrate from 0 to a, using the periodicity of n and equation (1):

(J/D_loc) ∫₀ᵃ e^Φ dx = e^Φ(0) n(0) (1 − e^(−W/kT)).

To first order in E, the last factor is W/kT and the rest may be taken at zero field, where e^Φ n = 1/∫₀ᵃ e^(−V/kT) dx. With v = Ja and ⟨ ⟩ₓ for a uniform average over one period,

v = D_loc W / (a kT ⟨e^(V/kT)⟩ₓ ⟨e^(−V/kT)⟩ₓ).

This reaches the drift without counting hops, and it again contains W. Comparison with (3) gives

D = D_loc / (⟨e^(V/kT)⟩ₓ ⟨e^(−V/kT)⟩ₓ). (6)

**Limit: no barrier.** For V = 0, D = D_loc and the density n₀ is uniform. Then Z_time = Z_eff, and (5) gives no restoring force, as it must.

**Limit: high barrier.** The density n₀ contracts onto the site, so Z_time tends to Z*(0), while Z_eff stays where it was. The two averages thus agree for free motion and, unless Z*(0) happens to equal the path mean, part company as the atom becomes localized. For V = −(Q/2)cos(2πx/a), both averages in (6) equal the modified Bessel function I₀(Q/2kT). Its large-argument form e^z/√(2πz) yields

D ≈ D_loc (πQ/kT) e^(−Q/kT),

which is the expected activated hopping.

## 6. Numbers for one hop

I choose round model parameters: a = 0.25 nm, Q = 0.5 eV, T = 500 K, constant D_loc = 10⁻⁸ m²/s, resistivity 5×10⁻⁸ Ω m and current density 10¹⁰ A/m². The potential is the cosine above. These values illustrate the formulas and do not describe a particular metal. For an atom as heavy as aluminium or copper, this D_loc would imply a friction rate kT/(m D_loc), with m the atomic mass, below the angular vibration frequency at the site. The motion would then not be overdamped, and (6) would overestimate D by a factor of roughly two to three. Equations (3) and (4) still hold for a Langevin atom with inertia and uniform friction, with the corrected D: the part of F_em with zero mean only alters V at first order in E, and so changes v no earlier than second order. The charges are

Z_d = +1
Z_w = −11 + 6 cos(2πx/a) + cos(4πx/a).

The wind charge at the site is −11 + 6 + 1 = −4, and the total there is −3. At the saddle the total is 1 − 11 − 6 + 1 = −15. The path mean is 1 − 11 = −10. The site–saddle average, −9, misses it by the second harmonic, +1. Four equally spaced points give (−3 − 11 − 15 − 11)/4 = −10.

The field is

E = 5×10⁻⁸ × 10¹⁰ = 500 V/m,

and the work in one hop to the right is

W = −10 × 500 × 0.25×10⁻⁹ = −1.25×10⁻⁶ eV.

With kT = 0.043087 eV, W/kT = −2.90×10⁻⁵. The rate ratio differs from one by that same small amount, so the linear law is safe here.

Equation (6) gives D/D_loc = 3.171×10⁻⁴. The high-barrier formula, with Q/kT = 11.605, gives about 3.3×10⁻⁴, some 5 % higher. Thus D = 3.171×10⁻¹² m²/s, and the mean hop time is

τ₀ = (0.25×10⁻⁹)²/(2 × 3.171×10⁻¹²) = 9.85×10⁻⁹ s.

The drift velocity is

v = 3.171×10⁻¹² × (−2.90×10⁻⁵)/(0.25×10⁻⁹) = −3.68×10⁻⁷ m/s = −368 nm/s.

Using the site charge −3 at the same D and E would give −110 nm/s, too slow by the factor 10/3. Using the site wind charge −4 without the direct term would give four tenths of the correct speed.

The bias is tiny beside the random motion. In a million hops the expected excess against the field is 10⁶ × tanh(1.45×10⁻⁵), about 15 hops, while the random spread is about √10⁶ = 1000. For one atom the excess equals the spread after about 4.8×10⁹ hops, or some 47 s.

The force balance can be read in the same way. The time-averaged charge is −3.858, much nearer to the site value −3 than to the path mean −10. A stationary solution at eEa/kT = 10⁻³ gives a mean electromigration force of −3.8584 eE and a mean restoring force of +3.8552 eE. Their sum, −0.0032 eE, agrees with (D/D_loc)Z_eff = 3.171×10⁻⁴ × (−10). The charge deduced from the drift in that solution is −10.0000. What the site force does produce is a displacement of the well minimum by eZ*(0)E/V″(0). With V″(0) = 2π²Q/a², this is about −10⁻⁸ nm: a static shift, not a migration.

## 7. When the path bends

On a line any force has a potential. In two or three dimensions the wind force may have a curl, and its work between two sites then depends on the route. Suppose the atom is confined to a narrow valley along a curve r(s). Only the component of force along the curve moves it, and that component is a function of s alone. Section 2 then applies with x replaced by s, V by the free energy along the valley, and

W = ∫ F_em · dr, from site to site along the valley. (7)

A model force makes the difference visible:

F_x = f₀(1 + 5y/a), F_y = 0.

Its curl, ∂F_y/∂x − ∂F_x/∂y = −5f₀/a, is not zero. Let the valley run along y = 0.1a[1 − cos(2πx/a)], which touches y = 0 at each site and rises to 0.2a at the saddle. The mean of y over x is 0.1a, so

along the valley: W = f₀a(1 + 5 × 0.1) = 1.5 f₀a
along the straight chord: W = f₀a.

The chord gives the same answer as the site force, because y = 0 on both.

I solved the stationary hopping problem on a two-dimensional grid, with a barrier of 6 kT along x and f₀a/kT = 0.05. The drift was divided by the drift under the uniform force f₀ in the same valley, which removes D. The width quoted is the thermal standard deviation of y at fixed x. For width 0.08a the grid gives 1.6195, and for 0.04a it gives 1.5355. The grid error is about 0.0004 and 0.0001, so the converged ratios are 1.619 and 1.535. The deviations from 1.5 are 7.9 % and 2.4 % of that value, so they shrink as the valley narrows, and the chord value 1 is excluded. In a broad valley the atom samples many routes with different works, and one line integral no longer fixes the drift accurately.

## 8. Beside a real metal line

A current density of 10¹⁰ A/m² is of the order used in accelerated tests of interconnects, and 500 K is a plausible test temperature. The barrier of 0.5 eV is low for self-diffusion in the bulk of common interconnect metals, and D is larger than their bulk self-diffusivity at 500 K by many orders of magnitude. The 368 nm/s is the speed of a freely hopping atom in this model, not that of a metal line. In bulk metal an atom usually needs a neighbouring vacancy. If a vacancy were available a fraction 10⁻⁶ of the time, with the hop parameters held fixed, the speed would fall to roughly 4×10⁻⁴ nm/s. Successive hops would also be correlated, which breaks the fresh start assumed in section 3. For self-diffusion in an fcc metal, a D measured with tracer atoms must therefore be divided by the correlation factor, about 0.78, before it is used in (3). A confined line can moreover build up a stress gradient that pushes atoms back. A uniform opposing force simply adds to F, and the drift stops when its work per hop is −W. Here that takes a force of 1.25×10⁻⁶ eV/0.25 nm = 5×10⁻⁶ eV/nm.

For independent hops of one atom in rigid surroundings, a measured drift fixes the path mean of Z* once D, T, E and any opposing force are known. In a real jump the neighbours move as well, and W then includes the work of the electromigration forces on them. It does not fix the force at the site: every choice of cₙ with the same Z̄ gives the same linear drift. A calculated site force can therefore be compared with migration data only after the variation of Z* along the path has been computed or shown to be small. The remaining figures are in the numerical output below.

Computed results

```
site spacing a = 0.25 nm
barrier = 0.50 eV, temperature = 500 K
kT = 0.043087 eV, barrier/kT = 11.605
resistivity = 5.0e-08 ohm m
current density = 1.0e+10 A/m^2
field E = 500.0 V/m
local diffusivity = 1.0e-08 m^2/s
direct charge number = +1.00
wind charge number at site = -4.00
total charge number at site = -3.000
total charge number at saddle = -15.000
site-saddle average = -9.000
time-averaged charge number = -3.858
path-averaged charge number = -10.000
work per hop W = -1.2500e-06 eV
W/kT = -2.9011e-05
rate ratio minus one = -2.9011e-05
D/local diffusivity = 3.1714e-04
hopping diffusivity D = 3.1714e-12 m^2/s
mean hop time = 9.854 ns
drift from path mean = -368.02 nm/s
drift from site force only = -110.41 nm/s
path/site drift ratio = 3.333
strong test field eEa/kT = 0.050
ln(forward/backward): solved, path integral, site force
  example charge: -0.50002, -0.50000, -0.15000
  site force, zero path mean: -0.00000, -0.00000, +0.35000
  no site force, path mean -10: -0.50002, -0.50000, +0.00000
  asymmetric, varying diffusivity: -0.50000, -0.50000, -0.15000
strong-field drift, hops = -1.59973e-04 (D_loc/a)
strong-field drift, stationary = -1.60000e-04 (D_loc/a)
D/D_loc from hop time = 3.1707e-04
weak test field eEa/kT = 1.0e-03
charge number from weak-field drift = -10.0000
mean electromigration force/(eE) = -3.8584
mean restoring force/(eE) = +3.8552
2D: valley height = 0.20 a
2D: force gradient = 5.0 per a
2D: barrier/kT = 6.0
2D: relative force, curved path = 1.5000
2D: relative force, straight chord = 1.0000
2D: from drift, valley width 0.08 a = 1.6195
2D: from drift, valley width 0.04 a = 1.5355
```
